# Complete Absorption in a Resonant-Cavity Photodiode with a Perfect Back Mirror

Thinning the absorber of a photodiode can shorten the time its carriers need to reach the contacts, but less light is then absorbed in one pass. Placing the absorber between two mirrors lets the light pass many times. This problem asks how reflective the front mirror should be.

Monochromatic light falls at normal incidence on a front mirror of power reflectivity $R_1$, with $0<R_1<1$. Behind it lies an absorber of thickness $d$ and intensity absorption coefficient $\alpha>0$, and then a back mirror of reflectivity $R_2$. Until part (f), $R_2=1$. The state is steady, and all absorption takes place in the absorber. Until part (g), the forward and backward waves are taken to be absorbed independently, each at the rate $\alpha$; this is what neglecting standing-wave placement means. The absorbed fraction of the incident power is $\eta$. It equals the quantum efficiency if each absorbed photon gives one collected carrier pair.

Amplitudes are scaled so that their squared modulus is power. The incident amplitude is 1.

## (a) Sum the round trips

**Find the total reflected amplitude $r$ in terms of the front mirror's coefficients and the change of the wave in one round trip.**

Intensity falls as $e^{-\alpha z}$, so amplitude falls as $e^{-\alpha z/2}$. A round trip has length $2d$ and multiplies the amplitude by

$$e^{-\alpha(2d)/2}=e^{-\alpha d}\equiv A .$$

The same number $A$ is therefore the intensity factor for one pass and the amplitude factor for a round trip. With the phase $\theta$ from propagation and from the back mirror, the complete factor between leaving the front mirror and returning to it is $\rho=Ae^{i\theta}$.

Let $r_1,t$ be the front mirror's reflection and transmission amplitudes for light from outside, and $r_1',t'$ those for light from inside. The wave first entering the cavity is $t$. Each round trip, followed by reflection at the front, multiplies it by $r_1'\rho$. The total forward amplitude just behind the front mirror is

$$a=t\left[1+r_1'\rho+(r_1'\rho)^2+\dots\right]=\frac{t}{1-r_1'\rho}.$$

The series converges because $|r_1'\rho|=\sqrt{R_1}\,A<1$. The wave $\rho a$ returns to the front mirror and the part $t'\rho a$ leaves. Adding the prompt reflection gives

$$r=r_1+\frac{tt'\rho}{1-r_1'\rho}.$$

## (b) Use the fact that the front mirror is lossless

**Find $\eta$ for any round-trip phase.**

A lossless mirror conserves power for every pair of incoming waves, so its scattering matrix is unitary:

$$S=\begin{pmatrix} r_1&t'\\ t&r_1'\end{pmatrix},\qquad S^{-1}=S^\dagger .$$

Let $D=r_1r_1'-tt'$ be its determinant, with $|D|=1$. The upper left element of $S^{-1}$ is $r_1'/D$ and that of $S^\dagger$ is $r_1^*$. Equating them and taking the complex conjugate gives

$$r_1=\frac{r_1'^*}{D^*}=D\,r_1'^* .$$

Hence $|r_1|^2=|r_1'|^2=R_1$, and the unit length of the first column gives $|t|^2=1-R_1$. Over a common denominator,

$$r=\frac{r_1-(r_1r_1'-tt')\rho}{1-r_1'\rho}
=\frac{D\,(r_1'^*-\rho)}{1-r_1'\rho}.$$

Write $r_1'\rho=\sqrt{R_1}\,A\,e^{i\psi}$, where $\psi$ is the full round-trip phase, including both reflections. Since $|r_1'^*-\rho|^2=R_1+A^2-2\,\mathrm{Re}(r_1'\rho)$,

$$|r|^2=\frac{R_1+A^2-2\sqrt{R_1}A\cos\psi}{1+R_1A^2-2\sqrt{R_1}A\cos\psi}.$$

Nothing passes the back mirror, so what is not reflected is absorbed. In $1-|r|^2$ the cosine terms cancel in the numerator, leaving $1+R_1A^2-R_1-A^2=(1-R_1)(1-A^2)$. Therefore

$$\eta=\frac{(1-R_1)(1-A^2)}{1-2\sqrt{R_1}A\cos\psi+R_1A^2}.$$

## (c) Find the condition for complete absorption

**For which $R_1$ and $\psi$ is $\eta=1$?**

Complete absorption means $r=0$, so the result of (b) requires $\rho=r_1'^*$. Then $r_1'\rho=R_1$ is real and positive, so $\psi$ must be a multiple of $2\pi$: the cavity must be resonant. On resonance,

$$1-\eta=|r|^2=\left(\frac{\sqrt{R_1}-A}{1-\sqrt{R_1}\,A}\right)^2 .$$

The denominator is not zero, so this vanishes if and only if $\sqrt{R_1}=A$, that is,

$$\boxed{R_1=e^{-2\alpha d}}$$

To see the interference behind this, divide the resonant $r$ by the prompt reflection $r_1=Dr_1'^*$. On resonance $\rho/r_1'^*=A/\sqrt{R_1}$, so

$$\frac{r}{r_1}=\frac{1-A/\sqrt{R_1}}{1-\sqrt{R_1}A}.$$

If $R_1>A^2$, the ratio is positive and the prompt reflection is the larger contribution. If $R_1<A^2$, it is negative and the light leaking from the cavity is the larger. At the matched value the two have equal size and opposite sign.

## (d) Follow the power inside

**Confirm the result by counting absorbed power, and examine thin and thick absorbers.**

At the match, $r_1'\rho=A^2$, so the forward power behind the front mirror is

$$|a|^2=\frac{1-R_1}{(1-A^2)^2}=\frac{1}{1-A^2}.$$

The forward pass absorbs the fraction $1-A$ of this power. The remaining fraction $A$ is reflected, and the backward pass absorbs $A(1-A)$. Together they take $(1-A)(1+A)=1-A^2$. The product with $|a|^2$ is 1, as required.

For $\alpha d\ll1$, the required mirror has $R_1\approx1-2\alpha d$ and the forward power is about $1/(2\alpha d)$ times the incident power. A thin absorber can absorb everything in this model, but it needs a strong field, which makes small losses elsewhere important. For $\alpha d\gg1$, $R_1$ tends to zero, because two passes already suffice.

## (e) Find the price in bandwidth

**With $R_1$ matched, how does $\eta$ fall away from resonance?**

Put $R_1=A^2$ in (b) and use $1-\cos\psi=2\sin^2(\psi/2)$. The denominator becomes

$$1-2A^2\cos\psi+A^4=(1-A^2)^2+4A^2\sin^2(\psi/2).$$

Since $(1-A^2)/(2A)=(e^{\alpha d}-e^{-\alpha d})/2=\sinh(\alpha d)$,

$$\eta=\left[1+\frac{\sin^2(\psi/2)}{\sinh^2(\alpha d)}\right]^{-1}.$$

Half absorption is reached at $\psi_h=2\arcsin(\sinh\alpha d)$ if $\sinh\alpha d\le1$. For larger $\alpha d$, $\eta$ never falls to one half.

For an absorber of real index $n$ filling the cavity, the propagation phase is $4\pi nd/\lambda$. With constant $n$, $\alpha$ and mirror phases, its slope has size $4\pi nd/\lambda^2$. If the line is narrow compared with $\lambda$, the full width at half maximum is

$$\Delta\lambda\approx\frac{2\psi_h\lambda^2}{4\pi nd}.$$

For small $\alpha d$, $\psi_h\approx2\alpha d$ and $\Delta\lambda\approx\alpha\lambda^2/(\pi n)$. The thickness cancels: a thinner layer needs a better mirror, but its cavity is shorter in proportion. This holds only when the absorber is the whole cavity and the mirror phases are fixed. If the absorber sits in a longer cavity of length $L$ and the same index, the width is smaller by $d/L$. A layered mirror adds phase slope of its own, which matters most for thin layers. For the germanium of part (h), the formula gives 54.6 nm, while matched silicon/oxide mirrors give about 47 nm at three quarter-waves and about 35 nm at one.

## (f) Let the back mirror lose power

**Find the best $R_1$ on resonance when $R_2<1$.**

The round-trip amplitude is now $c=\sqrt{R_2}\,A$. The forward power is $(1-R_1)/(1-\sqrt{R_1}\,c)^2$, and the two passes absorb the fractions $1-A$ and $R_2A(1-A)$ of it:

$$\eta=\frac{(1-R_1)(1-A)(1+R_2A)}{(1-\sqrt{R_1R_2}\,A)^2}.$$

With $x=\sqrt{R_1}$, the factor to be maximized has the derivative

$$\frac{d}{dx}\frac{1-x^2}{(1-xc)^2}
=\frac{-2x(1-xc)+2c(1-x^2)}{(1-xc)^3}
=\frac{2(c-x)}{(1-xc)^3}.$$

It is positive for $x<c$ and negative for $x>c$, so the maximum is at $R_1=R_2A^2$. There the factor equals $1/(1-c^2)$, and

$$1-\eta_{\max}=1-\frac{(1-A)(1+R_2A)}{1-R_2A^2}=\frac{A(1-R_2)}{1-R_2A^2}.$$

When $1-R_2$ and $\alpha d$ are both small, this is approximately $(1-R_2)/(1-R_2+2\alpha d)$. Mirror loss competes with the absorption of a round trip, so a thin absorber needs a good back mirror.

## (g) Restore the standing wave

**How does the absorber's position change the matching condition for weak absorption?**

Let $z$ be the distance from a perfect reflector at which the electric field vanishes, and let $q=2\pi n/\lambda$. Two waves of nearly equal amplitude $b$ give the intensity $4|b|^2\sin^2qz$, whereas independent waves would give $2|b|^2$. The local absorption is thus multiplied by $2\sin^2qz$. For an absorber between $z=s$ and $z=s+d$, with clear material of the same real index around it, the mean factor is

$$g=\frac1d\int_s^{s+d}2\sin^2(qz)\,dz
=1-\frac{\sin(qd)\cos[q(2s+d)]}{qd}.$$

To first order in the absorption, $\alpha d$ is replaced by $g\alpha d$, and the match becomes $R_1=e^{-2g\alpha d}$. A very thin layer has $g\approx2$ at a field maximum and $g\approx0$ at a node, so the result of (c) cannot be used there without this correction. If $s=0$ and $d$ is a whole number of quarter-waves, then $\sin(qd)\cos(qd)=0$ and $g=1$.

## (h) Size a germanium photodiode at 1550 nm

**Choose the front mirror for a germanium layer nine quarter-waves thick on an ideal reflector. Then estimate what the idealizations hide.**

Take the rough values $n=4.2$ and $\alpha=3000\ \mathrm{cm^{-1}}$ for strained germanium on silicon. A quarter-wave is $1550/(4\times4.2)=92.26$ nm, so $d=830.4$ nm and

$$\alpha d=3000\times8.304\times10^{-5}=0.2491,\qquad A=e^{-0.2491}=0.7795 .$$

The required reflectivity is $R_1=A^2=0.6076$, or about 61%. With a perfectly antireflected front surface ($R_1=0$), one pass would absorb 22% and two passes 39%. A bare germanium–air surface is not that case: it has $R_1=(3.2/5.2)^2=0.379$ with zero phase from inside, so this layer is already resonant and (b) gives $\eta=0.90$. The designed mirror supplies the last 10%. The matched cavity has a forward power $1/0.3924\approx2.55$ times the incident power. Complete absorption, with one collected pair per photon, would give a responsivity $e\lambda/(hc)=1.25$ A/W.

A silicon film of 28.9 nm on 378.8 nm of oxide, with indices 3.48 and 1.444 and the silicon facing air, supplies this reflectivity with zero reflection phase inside the germanium. The germanium contributes $9\pi$ per round trip and the back mirror $\pi$. The total is $10\pi$, so the cavity is resonant.

Maxwell's equations for this stack, with the local absorption integrated over the germanium, give $\eta=0.99998$. Varying the front mirror in the same calculation puts the maximum at $R_1=0.6076$. At $R_1=0.45$ and $0.80$, with the germanium unchanged, $\eta$ is 0.948 and 0.856, in agreement with (b).

The remaining reflectance, $1.9\times10^{-5}$, comes from the complex index $n+i\kappa$, with $\kappa=\alpha\lambda/(4\pi)=0.037$. For an odd number of quarter-waves on a perfect reflector, the ratio of magnetic to electric field at the front face, in units of the vacuum value, is $(n+i\kappa)\tanh(\alpha d/2)$. The mirror was designed for the real value $n\tanh(\alpha d/2)$. The relative mismatch $i\kappa/n$ reflects a power fraction of about $(\kappa/2n)^2=(0.037/8.4)^2\approx1.9\times10^{-5}$.

**Tuning.** Part (e) gives $\psi_h=0.509$ rad and a width of 55.8 nm for fixed mirror phases. The stack calculation, which includes the front mirror's change with wavelength but keeps all indices constant, gives 52.8 nm. Germanium 1% too thick, an error of 8.3 nm, lowers $\eta$ to 0.77 at 1550 nm if the front mirror is unchanged. Thickness control therefore matters more here than a modest error in $R_1$.

**Absorption coefficient.** With mirror and thickness fixed, halving or doubling $\alpha$ gives $\eta=0.89$ in both cases. Too little absorption leaves the leaking wave too strong; too much leaves it too weak.

**Placement.** Moving the absorber 46.1 nm from the reflector, with clear spacers that preserve resonance, gives $g=1.071$. At 138.4 nm, $g=0.929$. With the original front mirror, $\eta$ falls by little more than 0.001 in either case. The absorber spans several half-waves, so its average depends weakly on position.

**Comparison with real devices.** The value of $\alpha$ is plausible for strained germanium, but 1550 nm lies near its direct absorption edge, where strain and temperature change it strongly. The constant $\alpha$ and $n$ used for the linewidth are thus idealizations whose effect is not sized here. The model also describes light at normal incidence, not a detector fed along a waveguide.

The perfect back mirror is the assumption that a metal in direct contact with the germanium breaks. Gold, with the rough index $0.5+10.7i$, gives $R_2=0.94$ against germanium. After the germanium is retuned to 808.4 nm for the metal's reflection phase, the original front mirror gives $\eta=0.885$, and 11% of the incident power heats the gold. Using the best value from (f), $R_1=0.578$, raises $\eta$ only to 0.888: matching removes reflection, not metal loss. The exact optimum of the stack lies slightly lower, near $R_1=0.571$, with the same $\eta$ to three digits. The metal loss is reduced by improving $R_2$: 200 nm of oxide between germanium and gold gives $R_2=0.99$ and, after retuning and matching, $\eta\approx0.98$, at the cost of insulating the gold from the germanium.

Contacts matter too. In the ideal-reflector device, the first 50 nm of germanium absorbs 9.6% of the incident light, although it is 6% of the thickness, because it lies at a field maximum. If carriers made there are lost, the quantum efficiency falls by that amount even though absorption remains complete. Free-carrier absorption of $100\ \mathrm{cm^{-1}}$ in the silicon film would take about 0.1%. That film is insulated from the germanium by the oxide, so a working diode would need its contacts elsewhere, and their losses would have to be added.

The input values and the main results used here are listed in the numerical output.

## Calculated quantities

```
wavelength = 1550 nm
rough indices: Ge 4.2, Si 3.48, oxide 1.444
rough Ge absorption coefficient = 3000 1/cm
Ge extinction index = 0.0370
Ge quarter-wave = 92.26 nm; d (nine) = 830.4 nm
alpha d = 0.2491; A = 0.7795
matched R1 = exp(-2 alpha d) = 0.6076
Si film = 28.9 nm; oxide film = 378.8 nm
front reflectivity from air side into Ge = 0.6076
single-pass absorption, no mirrors = 0.2205
two-pass absorption, back mirror only = 0.3924
Maxwell absorbed fraction, matched = 0.999981
Maxwell reflectance, matched = 1.94e-05
forward build-up: Maxwell 2.548, formula 2.549
ideal responsivity, all carriers collected = 1.250 A/W
largest bounce-sum error, 20 random mirrors = 1.4e-15
R1 = 0.45: eta Maxwell 0.9481, formula 0.9481
R1 = 0.70: eta Maxwell 0.9730, formula 0.9730
R1 = 0.80: eta Maxwell 0.8559, formula 0.8559
best R1 found numerically from Maxwell = 0.6076
d = 461.3 nm, R1 = 0.7582: eta Maxwell 0.999981
d = 1199.4 nm, R1 = 0.4869: eta Maxwell 0.999981
half-maximum phase = 0.5089 rad
full width, fixed mirror phase = 55.8 nm
full width, real front stack = 52.8 nm
half-maximum edges = 1523.7 and 1576.5 nm
Ge 1% too thick (8.3 nm): eta Maxwell 0.7677, formula 0.7632
alpha x 0.5: eta Maxwell 0.8900, formula 0.8900
alpha x 2.0: eta Maxwell 0.8932, formula 0.8934
rough gold index = 0.5 + 10.7i; R2 = 0.9385
gold back: retuned d = 808.4 nm; A = 0.7846
gold back, R1 = 0.6076: eta Maxwell 0.8851, formula 0.8837
gold back, power lost in gold = 0.1114
gold back, best R1 = R2 A^2 = 0.5778: eta Maxwell 0.8881, formula 0.8857
back gap 46.1 nm: g = 1.0707, eta Maxwell 0.99882, formula 0.99886
back gap 138.4 nm: g = 0.9293, eta Maxwell 0.99864, formula 0.99868
absorbed in front 50 nm of Ge (dead contact) = 0.0960
Si free-carrier loss at rough 100 1/cm = 0.00095
```
